# Counting occupied width subbands in a 5 nm thick silicon sheet

## Question

I have a silicon sheet of thickness \(t=5\) nm along \(z=[001]\). Current flows along \(x=[100]\), and the width \(W\) along \(y=[010]\) grows from 5 to 50 nm. I am to count the occupied width subbands at a fixed Fermi energy of 100 meV, using effective masses 0.92 (longitudinal) and 0.19 (transverse) in units of the electron mass.

I put the heavy mass along the thickness, took the lowest thickness level, and treated the width as a box with the light mass. That gives ten occupied subbands at 50 nm. Three things leave me stuck.

1. Silicon has six valleys. Do the others just multiply my ten by some factor?
2. The box energies grow as \(m^2\), yet my subbands seem to enter at equal intervals of width. Is that a mistake?
3. What is the Fermi energy fixed relative to, and does it matter?

## Answer

Your ten is right for the ladder you treated, but three more ladders contribute, with different step widths, so no common factor repairs the count exactly. The ratio of the full count to yours is 2 at 5 nm and 3.2 at 50 nm, and it settles at 3.24 only for a wide sheet, a value that depends on \(t\) and \(E_F\). The equal intervals are correct. The reference of the Fermi energy does matter, so I start there.

### What is being counted

Take the bulk conduction-band edge inside the sheet as the energy zero and hold \(E_F=100\) meV above it at every width. Suppose instead that \(E_F\) were held a fixed positive distance above the lowest subband. Then at least one subband would be occupied however narrow the sheet. With the band edge as reference, a narrow enough sheet has none. These are different problems, and I treat the band-edge one.

I call a subband occupied if its bottom lies strictly below \(E_F\), which is the zero-temperature meaning. The model has a flat potential, hard walls and parabolic valleys. The masses are rounded silicon values, and 100 meV is a chosen value.

The six valleys form three pairs, named here by their long axes. The two valleys of a pair have the same masses and, without coupling between them, the same levels. I count each pair once and restore the factor of two at the end. With \(\mu=m/m_e\), where \(m_e\) is the free-electron mass, the masses along thickness and width are

- Z pair: \(\mu_z=0.92,\ \mu_y=0.19\);
- Y pair: \(\mu_z=0.19,\ \mu_y=0.92\);
- X pair: \(\mu_z=0.19,\ \mu_y=0.19\).

### The subband bottoms

The sheet's axes coincide with the axes of the valley ellipsoids, so the effective-mass equation has no mixed derivatives:

\[
-\frac{\hbar^2}{2}\left(\frac{1}{m_x}\frac{\partial^2}{\partial x^2}+\frac{1}{m_y}\frac{\partial^2}{\partial y^2}+\frac{1}{m_z}\frac{\partial^2}{\partial z^2}\right)\psi=E\psi .
\]

Insert \(\psi=e^{ikx}f(y)g(z)\), with \(k\) measured from the valley minimum, and divide by \(\psi\):

\[
\frac{\hbar^2k^2}{2m_x}-\frac{\hbar^2}{2m_y}\frac{f''(y)}{f(y)}-\frac{\hbar^2}{2m_z}\frac{g''(z)}{g(z)}=E .
\]

The second term depends on \(y\) alone and the third on \(z\) alone. Their sum is constant, so each is constant. For the thickness, write \(g''=-q^2g\) with \(g(0)=g(t)=0\). The condition at \(z=0\) selects \(g=\sin qz\), and the condition at \(z=t\) requires \(qt=n\pi\) with \(n=1,2,\ldots\) The value \(n=0\) gives no wave, and a negative \(n\) repeats the same wave with its sign changed. A zero constant would give a straight line and a constant of the opposite sign a hyperbolic sine; neither can vanish at both walls without vanishing everywhere. The width works in the same way, with \(f=\sin(m\pi y/W)\). Products of these sines form a complete set on the rectangle, so no levels are missed.

The bottom of a subband is its energy at \(k=0\). For valley pair \(v\),

\[
E_{vnm}=E_{vn}+\frac{\hbar^2\pi^2m^2}{2m_{y,v}W^2},
\qquad
E_{vn}=\frac{\hbar^2\pi^2n^2}{2m_{z,v}t^2}.
\]

The mass \(m_x\) sets the dispersion along the current and drops out of the count. I call all subbands with the same \(v\) and \(n\) a ladder; its rungs are labelled by \(m\).

### Which ladders can be occupied

The width energy is positive, so a ladder can contribute at some width if and only if \(E_{vn}<E_F\). I call such a ladder open. The condition does not contain \(W\). Define

\[
C=\frac{\hbar^2\pi^2}{2m_e}=376.03\ \text{meV nm}^2,
\qquad
E_{vn}=\frac{Cn^2}{\mu_{z,v}t^2}.
\]

The lowest thickness levels are

\[
E_{Z1}=\frac{376.03}{0.92\times25}=16.35\ \text{meV},
\qquad
E_{Y1}=E_{X1}=\frac{376.03}{0.19\times25}=79.16\ \text{meV}.
\]

Multiplying by \(n^2\) gives \(E_{Z2}=65.40\) meV and \(E_{Z3}=147.14\) meV, while the second Y and X levels lie at 316.66 meV. Four ladders are therefore open: Z1, Z2, Y1 and X1. Your calculation contains the first.

### Why the steps are equally spaced in width

Let \(\Delta_{vn}=E_F-E_{vn}\) be the energy left for motion across the width. A rung is occupied if

\[
\frac{\hbar^2\pi^2m^2}{2m_{y,v}W^2}<\Delta_{vn}.
\]

For an open ladder \(\Delta_{vn}>0\). Multiply by the positive quantity \(2m_{y,v}W^2/(\hbar^2\pi^2)\) and take the positive square root:

\[
m<\frac{W}{w_{vn}},
\qquad
w_{vn}=\frac{\pi\hbar}{\sqrt{2m_{y,v}\Delta_{vn}}}=\sqrt{\frac{C}{\mu_{y,v}\Delta_{vn}}}.
\]

Rung \(m\) thus reaches the Fermi energy at \(W=m\,w_{vn}\), and these widths are equally spaced. The energy does grow as \(m^2\) at fixed width, but it also falls as \(1/W^2\). At fixed energy the ratio \(m/W\) is what stays constant.

There is a simple picture behind this. An electron with energy \(\Delta_{vn}\) in its motion across the width has wavenumber \(k_y=\sqrt{2m_{y,v}\Delta_{vn}}/\hbar\), so \(w_{vn}=\pi/k_y\) is half its wavelength. A new rung reaches the Fermi energy each time one more half wavelength fits between the walls.

For the four ladders,

\[
w_{Z1}=\sqrt{\frac{376.03}{0.19\times83.65}}=4.86\ \text{nm},
\qquad
w_{Z2}=\sqrt{\frac{376.03}{0.19\times34.60}}=7.56\ \text{nm},
\]

\[
w_{Y1}=\sqrt{\frac{376.03}{0.92\times20.84}}=4.43\ \text{nm},
\qquad
w_{X1}=\sqrt{\frac{376.03}{0.19\times20.84}}=9.75\ \text{nm}.
\]

The Y1 ladder has a quarter of the energy available to Z1, yet its steps are slightly closer together. Its heavy mass along the width more than compensates, because \(w\) depends on the product \(\mu_y\Delta\): 19.2 meV for Y1 against 15.9 meV for Z1. The X1 ladder has the small energy and the light mass, hence the longest step.

### The count

The number of positive integers strictly below a positive number \(r\) is \(\lceil r\rceil-1\), where \(\lceil r\rceil\) is the smallest integer not less than \(r\). If \(r\) is not an integer, this is its integer part. If \(r\) is an integer, it is \(r-1\), as it must be when a bottom exactly at \(E_F\) is not counted. Hence

\[
N(W)=\sum_{\text{open }(v,n)}\left(\left\lceil\frac{W}{w_{vn}}\right\rceil-1\right).
\]

At 50 nm the ratios \(W/w\) for Z1, Z2, Y1 and X1 are 10.28, 6.61, 11.29 and 5.13, so

\[
N(50\ \text{nm})=10+6+11+5=32 .
\]

At 5 nm the ratios are 1.03, 0.66, 1.13 and 0.51, so

\[
N(5\ \text{nm})=1+0+1+0=2 .
\]

The same rule gives the widths in between:

| \(W\) (nm) | Z1 | Z2 | Y1 | X1 | \(N\) |
|---:|---:|---:|---:|---:|---:|
| 5 | 1 | 0 | 1 | 0 | 2 |
| 10 | 2 | 1 | 2 | 1 | 6 |
| 20 | 4 | 2 | 4 | 2 | 12 |
| 30 | 6 | 3 | 6 | 3 | 18 |
| 40 | 8 | 5 | 9 | 4 | 26 |
| 50 | 10 | 6 | 11 | 5 | 32 |

Counting both valleys of each pair doubles the last column, from 4 subbands at 5 nm to 64 at 50 nm. Counting the two spin states separately doubles it again.

These counts were tested by diagonalizing the two-dimensional cross-section Hamiltonian on a grid, without separating the variables. All six widths gave the same counts, and the occupied levels differed from the formula by at most 0.17 meV. Diagonalizing 2% below and 2% above the first threshold of each ladder showed one additional occupied level each time. The numerical output is printed below.

### The square end of the range

At \(W=t=5\) nm the cross-section is square, and exchanging \(y\) with \(z\) turns the Z pair into the Y pair. Their lowest bottoms must coincide:

\[
E_{Z11}=16.35+79.16=95.51\ \text{meV},
\qquad
E_{Y11}=79.16+16.35=95.51\ \text{meV}.
\]

The X pair has the light mass in both directions, and its lowest bottom is at 158.33 meV. Its ladder is open, since 79.16 meV is below \(E_F\), but the first rung is not yet occupied. An open ladder is necessary for occupation, not sufficient.

Widening the sheet splits the Z and Y levels. Subtracting the two energies and collecting the terms in \(1/t^2\) and \(1/W^2\) gives

\[
E_{Z11}-E_{Y11}
=C\left(\frac{1}{0.92}-\frac{1}{0.19}\right)\left(\frac{1}{t^2}-\frac{1}{W^2}\right).
\]

The first bracket is negative and the second is positive for \(W>t\), so the Z level lies lower. As \(W\to\infty\) the two bottoms tend to their thickness levels, 16.35 and 79.16 meV.

Below the smallest step width, 4.43 nm, no subband is occupied. Your range begins just above that limit, which is why the count at 5 nm is so small.

### The wide-sheet limit

Write each ladder's count as \(W/w_{vn}-\rho_{vn}\), where the remainder satisfies \(0<\rho_{vn}\le1\). Between two widths a remainder changes by less than one, so for four ladders

\[
\left|N(W_2)-N(W_1)-S\,(W_2-W_1)\right|<4,
\qquad
S=\sum_{\text{open }(v,n)}\frac{1}{w_{vn}} .
\]

Here

\[
S=\frac{1}{4.864}+\frac{1}{7.563}+\frac{1}{4.429}+\frac{1}{9.746}=0.666\ \text{nm}^{-1},
\]

or two new subbands per 3 nm on average. From 5 to 50 nm this predicts \(45\times0.6662=29.98\) new subbands, and the count is \(32-2=30\). The bound allows a much larger difference. The agreement is this close because the remainders happen to add up to nearly the same value at both ends, about 1.3.

As \(W\to\infty\) the remainders stay bounded, so \(N/W\to S\). For a narrow sheet they cannot be dropped: at 5 nm, \(SW=3.3\), while the count is 2.

### When one ladder is enough

Your one-ladder count would be complete for a thinner sheet. Thickness levels scale as \(1/t^2\), so a level that lies at \(E\) for \(t=5\) nm reaches 100 meV at

\[
t_c=5\ \text{nm}\times\sqrt{\frac{E}{100\ \text{meV}}}.
\]

This gives 4.45 nm for Y1 and X1, 4.04 nm for Z2 and 2.02 nm for Z1. At this Fermi energy and with hard walls, Z1 is therefore the only open ladder for thicknesses between 2.02 and 4.04 nm. These limits do not carry over to a real interface. For an oxide-like barrier of 3.1 eV with barrier mass 0.5, the critical thicknesses become 1.85 nm for Z1, 3.87 nm for Z2 and 3.63 nm for Y1 and X1, so the light-mass ladders, not Z2, end the window. At 5 nm it supplies 10 of the 32 subbands in the widest sheet.

### How far to trust the integer

A count can change abruptly under a small change of parameters. At 40 nm the highest occupied bottom is the ninth Y1 rung at 99.86 meV, so lowering \(E_F\) by 0.2 meV would remove it. At 30 nm the fourth Z2 rung lies at 100.58 meV, and raising \(E_F\) by 0.6 meV would add it. For a small shift \(\delta E_F\), differentiating \(w\propto\Delta^{-1/2}\) gives

\[
\frac{\delta w_{vn}}{w_{vn}}\approx-\frac{\delta E_F}{2\Delta_{vn}} .
\]

A shift of 1 meV changes the step width by 2.4% for Y1 and X1, but by 0.6% for Z1. Ladders that have only just opened are the most sensitive.

The output shows a highest occupied bottom of 98.96 meV at 10, 20, 30 and 50 nm. This is no numerical fault. It is the X1 rung with \(m=1,2,3\) and 5, for which \(m/W\) is \(0.1\ \text{nm}^{-1}\) each time, and the width energy depends on that ratio alone. The fourth rung has the same energy at 40 nm, but there the ninth Y1 rung lies higher.

Temperature removes the sharp distinction altogether. A state at a subband bottom \(E\) has occupation probability

\[
F(E)=\frac{1}{1+e^{(E-E_F)/k_BT}} .
\]

At 300 K, \(k_BT=25.85\) meV. The lowest "empty" bottom at 50 nm is at 102.71 meV, which gives \(F=0.47\). Even at 5 nm, where the next bottom is at 144.56 meV, \(F=1/(1+e^{44.56/25.85})=0.15\). At room temperature the integer still says how many bottoms lie below \(E_F\), but not which subbands hold electrons.

Widening the sheet makes this worse, because the rungs crowd together. Two neighbouring rungs are separated by

\[
E_{vn,m+1}-E_{vnm}=\Delta_{vn}\frac{w_{vn}^2}{W^2}(2m+1)\approx\frac{2\Delta_{vn}w_{vn}}{W},
\]

where the last form holds near \(E_F\) for large \(m\), with \(m\approx W/w_{vn}\). For Y1 at 50 nm this is \(2\times20.84\times4.43/50=3.7\) meV, a small fraction of \(k_BT\).

The hard walls also bias the count in a known direction. Suppose that they are replaced by finite barriers higher than \(E_F\), with the same flat potential inside. Every hard-wall wave, continued as zero into the barrier, remains an allowed trial function with the same energy. By the variational principle for successive levels, no level can then rise. Penetration into the barriers can add occupied subbands but cannot remove any. The effect is large at this thickness. Take an oxide-like barrier of 3.1 eV with barrier mass 0.5 across the thickness only, matching \(g\) and \(g'/m_z\) at the interfaces. The Z1 level drops from 16.35 to 15.3 meV, but the Y1 and X1 level drops from 79.16 to 58 meV, which doubles their \(\Delta\). The count at 50 nm rises from 32 to 39 (37 for a barrier mass of 0.3).

Nonparabolic bands, strain and coupling between valleys are left out and can move the thresholds. In the simple form \(E(1+\alpha E)=E_{\text{parabolic}}\) with \(\alpha=0.5\ \text{eV}^{-1}\), nonparabolicity acts like raising \(E_F\) to 105 meV, and the counts at the six widths become 2, 6, 13, 20, 27 and 34. The self-consistent potential is left out too, and in an undoped sheet it is not a small correction. For a wide sheet at zero temperature, an open ladder with both its valleys and both spins holds \(2\sqrt{m_xm_y}\,\Delta_{vn}/(\pi\hbar^2)\) electrons per unit area. The four ladders together hold \(n_s=3.3\times10^{13}\ \text{cm}^{-2}\). Spread evenly through an undoped sheet between symmetric gates, with permittivity \(\varepsilon=11.7\,\varepsilon_0\), this charge would bend the band between the centre and the surfaces by

\[
\frac{e^2n_st}{8\varepsilon}\approx0.32\ \text{eV},
\]

which is more than \(E_F\) itself. Doping does not make the potential flat either. Neutrality needs \(n_s/t=6.7\times10^{19}\ \text{cm}^{-3}\) donors, and since the electrons gather towards the centre while the donors are uniform, the flat-model density still bends the band by about 0.11 eV (about 0.08 eV once solved self-consistently at the same \(n_s\)). The counts above are therefore those of the flat-potential model, not a prediction for an undoped transistor channel. There the Schrödinger and Poisson equations must be solved together.

The self-consistent potential also bears on your third question. In a transistor the gate and the charge in the channel together determine where the band edge lies relative to \(E_F\). Keeping that distance at 100 meV while \(W\) changes is a condition imposed on the device, and if the distance varies with width, \(\Delta_{vn}\) and all the step widths vary too.

## Table of computed values

```
masses m_l, m_t = 0.92, 0.19 electron masses
thickness = 5.0 nm, Fermi energy = 100.0 meV
hbar^2 pi^2/(2 m_e) = 376.03 meV nm^2
thickness level Z, n=1: 16.35 meV
thickness level Z, n=2: 65.40 meV
thickness level Z, n=3: 147.14 meV
thickness level Y, n=1: 79.16 meV
thickness level Y, n=2: 316.66 meV
thickness level X, n=1: 79.16 meV
thickness level X, n=2: 316.66 meV
open ladder Z, n=1: E_F - E_n = 83.65 meV, step width = 4.864 nm
open ladder Z, n=2: E_F - E_n = 34.60 meV, step width = 7.563 nm
open ladder Y, n=1: E_F - E_n = 20.84 meV, step width = 4.429 nm
open ladder X, n=1: E_F - E_n = 20.84 meV, step width = 9.746 nm
occupied subbands, each valley pair counted once:
W = 5 nm: Z1: 1, Z2: 0, Y1: 1, X1: 0; total 2, with both valleys 4
W = 10 nm: Z1: 2, Z2: 1, Y1: 2, X1: 1; total 6, with both valleys 12
W = 20 nm: Z1: 4, Z2: 2, Y1: 4, X1: 2; total 12, with both valleys 24
W = 30 nm: Z1: 6, Z2: 3, Y1: 6, X1: 3; total 18, with both valleys 36
W = 40 nm: Z1: 8, Z2: 5, Y1: 9, X1: 4; total 26, with both valleys 52
W = 50 nm: Z1: 10, Z2: 6, Y1: 11, X1: 5; total 32, with both valleys 64
W = 5 nm: highest occupied 95.51 meV (Z, n=1, m=1), lowest empty 144.56 meV (Y, n=1, m=2)
W = 10 nm: highest occupied 98.96 meV (X, n=1, m=1), lowest empty 115.95 meV (Y, n=1, m=3)
W = 20 nm: highest occupied 98.96 meV (X, n=1, m=2), lowest empty 104.71 meV (Y, n=1, m=5)
W = 30 nm: highest occupied 98.96 meV (X, n=1, m=3), lowest empty 100.58 meV (Z, n=2, m=4)
W = 40 nm: highest occupied 99.86 meV (Y, n=1, m=9), lowest empty 104.71 meV (Y, n=1, m=10)
W = 50 nm: highest occupied 98.96 meV (X, n=1, m=5), lowest empty 102.71 meV (Y, n=1, m=12)
kT at 300 K = 25.85 meV
Fermi factor of lowest empty bottom, W = 50 nm, 300 K: 0.474
mean step rate = 0.6662 per nm
increase from 5 to 50 nm: counted 30, mean-rate estimate 29.98
square wire, lowest bottom: Z 95.51 meV, Y 95.51 meV, X 158.33 meV
largest grid-formula difference, occupied levels: 0.169 meV
```
